# Why substrate rotation suppresses sputter ripples, and when it fails

## What symmetry fixes

An oblique ion beam singles out one direction on a surface: the projection of the beam onto it. The surface therefore responds differently to bending along this direction and across it. Ripples form when bends grow, and grow faster in one direction than in the other. Suppose the material itself has no preferred direction in the surface, as in a layer made amorphous by the beam. If the substrate then turns uniformly about its normal, the response averaged over a full turn has no preferred direction left.

This fixes the form of the averaged linear law. A term in the first derivative of the height needs a vector, and no vector in the surface survives the average. A term in the second derivatives needs a symmetric two-by-two tensor, and the only such tensor unchanged by every rotation is a multiple of the identity. Averaging also preserves the trace. If the principal curvature coefficients are \(S_x\) and \(S_y\), the averaged tensor is therefore \(\bar S\) times the identity, with

\[
\bar S=\tfrac12(S_x+S_y).
\]

Each coefficient has the dimension length²/time, like a diffusivity. Positive values smooth and negative values roughen. What remains to be shown is that the averaged law really decides stability, and how fast the rotation must be.

## The surface law and its stability

Let \(h(x,y,t)\) be the height in the frame of the substrate, where the beam azimuth turns as \(\phi=\omega t\). Let \(e\) be the horizontal direction in which the ions travel and \(p\) the perpendicular direction in the surface. For small slopes and long wavelengths,

\[
h_t=-V+C\,\partial_e h+S_x\partial_e^2h+S_y\partial_p^2h-B\nabla^4h .
\]

Here \(V\) is the erosion speed, \(C\) describes sideways drift, and \(B>0\) is an isotropic short-wave smoothing, for example by surface diffusion or viscous flow of a thin damaged layer. Reflection in the plane of incidence forbids a mixed term \(\partial_e\partial_p h\). Third-order terms are dropped. The coefficients are assumed to follow the beam azimuth without delay.

Take one Fourier mode, \(h=-Vt+\mathrm{Re}[H(t)e^{i\mathbf k\cdot\mathbf r}]\), with wavenumber \(k\) and wavevector azimuth \(\psi\). Put \(\chi=\phi-\psi\). Then \(\partial_e\to ik\cos\chi\), and \(\partial_p\) gives \(ik\sin\chi\) up to a sign that disappears on squaring. Hence

\[
\frac{\dot H}{H}=iCk\cos\chi-(S_x\cos^2\chi+S_y\sin^2\chi)k^2-Bk^4 .
\]

With \(\cos^2\chi=\tfrac12(1+\cos2\chi)\) and \(\sin^2\chi=\tfrac12(1-\cos2\chi)\), the real part is

\[
\gamma=-\bar Sk^2-Bk^4-\tfrac12(S_x-S_y)k^2\cos2\chi .
\]

Each mode obeys its own scalar equation, so the exponents at successive times simply add. Over a full turn of period \(T=2\pi/\omega\), both \(\cos\chi\) and \(\cos2\chi\) integrate to zero:

\[
H(t+T)=H(t)\exp[-(\bar Sk^2+Bk^4)T].
\]

No high-speed approximation was made. If \(\bar S\ge0\), the bracket is positive for every \(k>0\) and every mode decays from turn to turn. If \(\bar S<0\), the bracket is negative for \(0<k<\sqrt{-\bar S/B}\), and those modes grow. On an unbounded surface, linear stability therefore requires \(\bar S\ge0\), and this is also sufficient. The marginal case \(\bar S=0\) is stable because of \(B\). A finite sample with smallest wavenumber \(k_{\min}\) needs only \(\bar S>-Bk_{\min}^2\), a negligible relaxation on a wafer.

The mechanism is now visible. A sufficiently long ripple with its wavevector along the beam grows if \(S_x<0\). A quarter turn later the beam runs along its crests, and the same ripple is governed by \(S_y\). If \(S_y\) smooths more strongly than \(S_x\) roughens, the ripple loses more than it gained. If both coefficients roughen, there is no smoothing orientation and rotation cannot stabilize the surface.

## Where the two coefficients come from

Two processes are included: removal of atoms, and sideways displacement of atoms that stay in the solid. Let \(\theta\) be the incidence angle from the normal, \(c=\cos\theta\), \(s=\sin\theta\), and take \(x\) along the beam azimuth. The ions travel along \(\mathbf b=(s,0,-c)\), with flux \(J\) through a plane perpendicular to the beam. The atomic volume is \(\Omega\).

**Erosion.** An ion striking at \(\mathbf r=(X,U,Z)\) deposits its energy in a round Gaussian of width \(\sigma\), centred a distance \(a\) further along its path. The local erosion speed is taken as proportional to the energy arriving at the surface point, here the origin. The weight of each ion is \(\exp(-|\mathbf r+a\mathbf b|^2/2\sigma^2)\), where

\[
|\mathbf r+a\mathbf b|^2=(X+as)^2+U^2+Z^2+a^2c^2-2acZ .
\]

On a flat surface \(Z=0\), and the number of ions per unit area is \(Jc\). Integration gives \(V\propto c\,e^{-a^2c^2/2\sigma^2}\). Writing \(V=J\Omega Yc\) defines the yield \(Y\), in atoms per ion. With its value \(Y_0\) at normal incidence,

\[
Y=Y_0e^{a^2s^2/2\sigma^2}.
\]

Now bend the surface slightly: \(Z=\tfrac12(\kappa_xX^2+\kappa_yU^2)\), where \(\kappa_x=h_{xx}\) and \(\kappa_y=h_{yy}\). To first order the exponential gains a factor \(1+acZ/\sigma^2\), while the arriving flux becomes \(J(c+s\kappa_xX)\). The flat-surface Gaussian has \(\langle X\rangle=-as\), \(\langle X^2\rangle=\sigma^2+a^2s^2\) and \(\langle U^2\rangle=\sigma^2\). The erosion speed \(v\) is thus

\[
\frac vV=1+\frac{ac}{2\sigma^2}\left[\kappa_x(\sigma^2+a^2s^2)+\kappa_y\sigma^2\right]-\frac{as^2}{c}\kappa_x .
\]

Since \(h_t=-v\), the coefficients are

\[
S_x^{\rm er}=-Va\left[\frac c2+\frac{a^2s^2c}{2\sigma^2}-\frac{s^2}{c}\right],\qquad
S_y^{\rm er}=-\frac{Vac}{2}.
\]

The negative contributions arise because the floor of a valley lies closer to the deposited energy than a flat surface does, so it erodes faster. The term \(s^2/c\) has the opposite effect. The ions that feed a valley floor land upstream, on a wall sloping away from the beam, where fewer ions arrive per unit area.

A small tilt \(h_x\) changes the local incidence angle to \(\theta-h_x\). To first order \(h_t=-V(\theta-h_x)=-V+V'(\theta)h_x\), so \(C=dV/d\theta\).

**Redistribution.** Suppose each ion moves atoms along the surface by a summed displacement \(\delta\) times the tangential part of \(\mathbf b\). To first order the surface normal is \(\mathbf n=(-h_x,-h_y,1)\), and \(-\mathbf b\cdot\mathbf n=c+sh_x\) is the ion flux per projected area divided by \(J\). The tangential part \(\mathbf b-(\mathbf b\cdot\mathbf n)\mathbf n\) has horizontal components \(s-ch_x\) and \(-ch_y\). The atom current is therefore

\[
j_x=J\delta(c+sh_x)(s-ch_x)\simeq J\delta[cs+(s^2-c^2)h_x],
\]
\[
j_y\simeq-J\delta c^2h_y .
\]

Conservation of atoms, \(h_t=-\Omega\nabla\cdot\mathbf j\), gives

\[
S_x^{\rm red}=J\Omega\delta\cos2\theta,\qquad S_y^{\rm red}=J\Omega\delta c^2 .
\]

Along the beam, redistribution changes from smoothing to roughening at 45°. Its average over both directions is \(J\Omega\delta(3c^2-1)/2\), which remains smoothing until \(c^2=1/3\), or 54.7°. Between these angles redistribution alone would give ripples on a fixed substrate and a smooth surface on a rotating one. Erosion shifts both limits.

## How large: argon on silicon at 50°

Consider rough parameters in the regime of 1 keV argon on silicon. The beam current density is 0.2 mA/cm², so \(J=12.48\) ions/(nm² s). The other inputs are \(\Omega=0.020\) nm³, \(Y_0=0.7\), \(a=2\) nm, \(\sigma=1\) nm, \(\delta=10\) nm and \(B=10\) nm⁴/s.

At 50° the yield is \(0.7\,e^{2s^2}=2.26\), and \(V=12.48\times0.020\times2.26\times0.643=0.363\) nm/s. With \(J\Omega\delta=2.50\) nm²/s, the coefficients in nm²/s are:

| | erosion | redistribution | total |
|---|---:|---:|---:|
| \(S_x\) | −0.118 | −0.434 | −0.552 |
| \(S_y\) | −0.234 | 1.032 | 0.798 |

Their average is \(\bar S=(-0.552+0.798)/2=0.123\) nm²/s.

On a fixed substrate, a mode along the beam grows at the rate \(-S_xk^2-Bk^4\). Setting the derivative with respect to \(k^2\) to zero gives

\[
k_*^2=\frac{-S_x}{2B},\qquad \gamma_*=\frac{S_x^2}{4B}.
\]

Thus \(k_*=0.166\) nm⁻¹. The ripple wavelength is 38 nm, and the amplitude grows by a factor \(e\) in 131 s. Under rotation the same mode decays at the mean rate \(D=\bar Sk_*^2+Bk_*^4=0.0110\) s⁻¹, or by a factor \(e\) in 91 s.

The contrast was also followed by stepping the linear equation numerically for 600 s, from a random surface on a periodic square of side 160 nm. With the beam fixed, the most strongly growing mode gained a factor of 92. With one turn every 6 s, no mode grew, and the largest ratio of final to initial amplitude was 0.88. That ratio belongs to the longest wave in the box, for which \(k=2\pi/160\) nm⁻¹ and \(\bar Sk^2+Bk^4\) is smallest. Rotation removes long waves slowly, so it should not be relied on to planarize a surface that starts with long-range relief.

## Why the rotation should be rapid

The linear threshold does not contain \(\omega\), but the amplitude reached within a turn does. Define

\[
A=\tfrac12|S_x-S_y|k^2,\qquad D=\bar Sk^2+Bk^4>0 .
\]

Measure \(\chi\) from the azimuth at which the mode is least stable, so that \(\gamma=A\cos2\chi-D\). If \(D\ge A\), the mode never grows. If \(D<A\), put \(\cos\xi=D/A\). Growth then occurs for \(-\xi/2<\chi<\xi/2\), and since \(dt=d\chi/\omega\), the largest temporary gain is

\[
G=\exp\left[\frac1\omega\int_{-\xi/2}^{\xi/2}(A\cos2\chi-D)\,d\chi\right]
=\exp\left[\frac{A\sin\xi-D\xi}{\omega}\right].
\]

Rapid rotation means \(\omega\gg A\sin\xi-D\xi\) for the modes that matter. For the 38 nm ripple, \(A=0.0186\) s⁻¹ and \(\xi=0.938\) rad, so the numerator is \(0.0150-0.0103=0.0047\) s⁻¹. A 6 s turn has \(\omega=1.05\) rad/s and gives \(G=1.004\). A two-hour turn gives \(G=216\). This ripple is close to, but not exactly, the worst case: maximizing the numerator over \(k\) gives a wavelength of about 43 nm, with \(G=1.005\) for the 6 s turn and about 290 for the two-hour turn.

Both turns are stable in the linear equation, but only the first is safe here. A ripple of amplitude 0.1 nm would reach about 22 nm in the slow turn, with a slope \(k_*\times21.6\ \mathrm{nm}\approx3.6\). The small-slope equation has failed long before that, and its promise of later decay no longer applies.

Rapid rotation also confines the drift. In the substrate frame the pattern moves with a velocity of magnitude \(|C|\) whose direction turns at \(\omega\), so it follows a circle of radius \(|C|/\omega\). With \(C=0.283\) nm/s and the 6 s turn, this radius is 0.27 nm.

## Uneven turns and stepped stages

A stage may turn unevenly or stop at a few azimuths. Let angle brackets denote the average over azimuth, weighted by ion dose at fixed beam current and incidence angle. The average of \(\cos2(\phi-\psi)\) varies with \(\psi\) between \(-m\) and \(m\), where \(m=|\langle e^{2i\phi}\rangle|\). The worst direction therefore has

\[
S_{\rm worst}=\bar S-\tfrac12|S_x-S_y|\,m .
\]

Two equal doses 180° apart have \(m=1\). They leave \(S_{\rm worst}=S_x=-0.552\) nm²/s, so reversing the substrate does nothing against these ripples. Two equal doses 90° apart give \(1+e^{i\pi}=0\), hence \(m=0\) and the full average of 0.123 nm²/s. Three equal doses 120° apart do the same. Each dwell must still be short enough to prevent large temporary growth.

For continuous but uneven rotation, the example requires \(m\le0.123/0.675=0.18\). The closer \(\bar S\) lies to zero, the more even the dose must be.

## When rotation fails

Keep all inputs fixed except the angle, and tilt the beam to 65°. The totals become \(S_x=-0.812\) and \(S_y=0.285\) nm²/s, with average \(\bar S=-0.264\) nm²/s. The smoothing part of the turn no longer pays for the roughening part. Applying the fastest-mode formula with \(\bar S\) in place of \(S_x\) gives a wavelength of 55 nm and an amplitude growth time of 575 s. All wavevector directions now grow equally from turn to turn, so the linear instability selects a length but no orientation. Faster rotation does not cure it.

The two processes play different parts here. Redistribution contributes \(J\Omega\delta(3c^2-1)/2=-0.58\) nm²/s to the average, so erosion must contribute about \(+0.32\) nm²/s. If redistribution were absent, the surface at 65° would still be unstable on a fixed substrate, because \(S_y^{\rm er}\) is negative, but rotation would stabilize it. The incidence angle alone therefore does not tell whether rotation will work. The balance of the two processes matters.

Solving \(S_x=0\) and \(\bar S=0\) numerically places the useful window of this example between 41.8° and 52.8°. Just below the window a fixed substrate is already stable. Just above it, rotation fails. The formulas give \(\bar S>0\) again above about 84°, but so near grazing incidence the yield law is unreliable. The operating angle of 50° is less than 3° from the upper limit.

## Roughness that remains

Ions arrive at random, so a stable surface is not perfectly flat. On a square of side \(L\), define \(h_{\mathbf k}=L^{-2}\int h\,e^{-i\mathbf k\cdot\mathbf r}\,d^2r\). Treat each ion as removing a volume \(\Omega Y\) at one point. Scatter in the number of atoms removed per ion and in the sideways displacements is left out at first. Each ion then changes \(h_{\mathbf k}\) by a random-phase step of size \(\Omega Y/L^2\), and \(JcL^2\) ions arrive per unit time. The mean power therefore obeys

\[
\frac{d}{dt}\langle|h_{\mathbf k}|^2\rangle
=2\gamma\langle|h_{\mathbf k}|^2\rangle+\frac N{L^2},
\qquad N=Jc(\Omega Y)^2 .
\]

For rapid rotation \(\gamma\) may be replaced by its mean. Setting the derivative to zero and summing over modes gives the mean square height

\[
W^2=\frac1{L^2}\sum_{\mathbf k\ne0}\frac N{2(\bar Sk^2+Bk^4)} .
\]

Here \(N=0.0164\) nm⁴/s. For \(L=1000\) nm, with the sum cut at \(k=1/\sigma\), the stationary rms height is 0.19 nm. The longest waves need more than a day to approach this state. From a flat start, the rms height after one hour is 0.13 nm. Weighting each term by \(k^2\) gives a stationary rms slope of 0.017. This slope depends on the cutoff: with the cut at \(k=2/\sigma\) it is 0.020. The omitted scatter adds to both figures. If the number of removed atoms follows a Poisson distribution and each ion shifts atoms by a summed distance \(\delta\sin\theta\) along the beam azimuth, the stationary height and slope become about 0.23 nm and 0.03 with the original cut. The height hardly depends on the cut, but this slope does: it is about 0.045 with the cut at \(k=2/\sigma\). Ion-to-ion scatter in the displacements about their mean is still not included. A slope of \(\cot50^\circ=0.84\) is needed for one part of the surface to begin shadowing another, so in these estimates shot noise alone leaves the rotating surface far from that limit. As \(\bar S\) approaches zero, the long waves lose their main restoring term and this roughness rises.

## Reading the example beside a real process

The energy, current density and nanometre-scale deposit depth are of the size met in broad-beam ion etching, but the material inputs are rough. The conclusion is sensitive to \(\delta\). At 50° the average stays smoothing only for \(\delta\ge5.9\) nm, so an overestimate by a factor of two would reverse the conclusion. A real beam also has a spread of angles. Averaging \(\bar S\) over a Gaussian spread in incidence angle of 3° rms changes it from 0.123 to 0.134 nm²/s, a small shift in the safe direction. Adding an equal spread out of the plane of incidence gives 0.130 nm²/s. Keeping the full wavelength dependence of the Gaussian erosion response lowers \(D\) for the 38 nm ripple by only 0.2%.

A more serious assumption is that the damaged layer has no memory. One 6 s turn removes 2.2 nm, while the energy deposit is centred \(a\cos\theta=1.3\) nm below the surface and has a width of 1 nm. The layer may therefore still carry damage made at earlier azimuths. That could change the coefficients, by an amount not calculated here. A surface that stays crystalline can also keep preferred directions of its own, which turn with the substrate and are not averaged out. Stress, composition changes, reflected ions, redeposited atoms and any dependence of \(\delta\) on surface curvature are also left out. Reflection makes the yield law unreliable near grazing incidence.

For a process in which these approximations hold, the practical order is as follows.

1. Determine both curvature coefficients at the intended angle, for instance from the early growth or decay of small ripples along and across a fixed beam. Each measured rate also contains \(-Bk^4\), so several wavelengths are needed to separate the two.
2. If their average roughens, change the angle, energy or ion species. More speed will not help.
3. If the average smooths, choose a turn short compared with the static growth time, and distribute the dose evenly enough to keep \(S_{\rm worst}\) positive.
4. Leave a margin for errors in angle and coefficients, especially near \(\bar S=0\).
